# Projected position eigenvalues and the Berry-phase centre of a Rice-Mele chain: test program

```python
"""Rice-Mele chain: interior eigenvalues of the projected position operator
PXP of an open chain equal n*a + xbar, with xbar the Berry-phase centre.

a: cell length (nm); d: position of site B (nm), site A is at 0
t1, t2: hopping strengths inside and between cells (eV), entering as -t
delta: site energy, +delta on A and -delta on B (eV)
force: e times electric field (eV/nm), entering H as +force*X
P: projector on the lower half of the levels, one spin; X: site positions
Both spins are counted in polarization and permittivity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

a, d = 0.25, 0.12
t1, t2, delta = 3.0, 2.2, 2.0
area = 0.15                 # nm^2 per chain, rough
n_cells = 60
mid = n_cells // 2
n_k = 128
field_MV_cm = 1.0
temperature = 400.0         # K
contact_U = 11.0            # eV, rough on-site repulsion
spring = 2000.0             # eV/nm^2 per bond, rough
hop_slope = 40.0            # eV/nm, rough change of hopping with length


def bulk(t1, t2, delta, d, n_k=n_k):
    """Band energy, smooth-gauge amplitudes and Berry connection."""
    ka = 2 * np.pi * np.arange(n_k) / n_k
    bond = t1 + t2 * np.exp(-1j * ka)
    size = abs(bond)
    eps = np.sqrt(delta**2 + size**2)
    v_a = bond / size * np.sqrt((1 - delta / eps) / 2)
    v_b = np.sqrt((1 + delta / eps) / 2)
    winding = a * t2 * (t2 + t1 * np.cos(ka)) / size**2
    connection = d * v_b**2 + abs(v_a)**2 * winding
    return ka, eps, v_a, v_b, connection


def centre(t1, t2, delta, d):
    return bulk(t1, t2, delta, d)[4].mean()


def open_chain(t1, t2, delta, d, force=0.0, start=0):
    """start=0: chain begins on A; start=1: chain begins on B."""
    site = np.arange(start, start + 2 * n_cells)
    is_b = site % 2
    x = (site // 2) * a + is_b * d
    energy = np.where(is_b == 0, delta, -delta)
    energy = energy + force * (x - x.mean())
    hop = np.where(is_b[:-1] == 0, -t1, -t2)
    ham = np.diag(energy) + np.diag(hop, 1) + np.diag(hop, -1)
    occ = np.linalg.eigh(ham)[1][:, :n_cells]
    lam, mix = np.linalg.eigh(occ.T @ (x[:, None] * occ))
    return x, occ, lam, occ @ mix


# Berry-phase centre: closed integrand against a discrete Wilson loop
ka, eps, v_a, v_b, connection = bulk(t1, t2, delta, d)
xbar = connection.mean()
gap = 2 * np.sqrt(delta**2 + (t1 - t2)**2)
n_loop = 2000
k_loop = 2 * np.pi / a * np.arange(n_loop) / n_loop
off = -(t1 * np.exp(1j * k_loop * d)
        + t2 * np.exp(1j * k_loop * (d - a)))
h_loop = np.zeros((n_loop, 2, 2), complex)
h_loop[:, 0, 0], h_loop[:, 1, 1] = delta, -delta
h_loop[:, 0, 1], h_loop[:, 1, 0] = off, off.conj()
u = np.linalg.eigh(h_loop)[1][:, :, 0]
closing = u[0] * np.array([1, np.exp(-2j * np.pi * d / a)])
u_next = np.vstack([u[1:], closing])
links = np.sum(u.conj() * u_next, axis=1)
wilson = (-a / (2 * np.pi) * np.angle(np.prod(links / abs(links)))) % a
# the discrete loop has an error of second order in the mesh step
assert abs((wilson - xbar + a / 2) % a - a / 2) < 1e-5 * a

# Open chain against the Berry-phase centre
x, occ, lam, phi = open_chain(t1, t2, delta, d)
deviation = lam - (np.arange(n_cells) * a + xbar)
assert np.max(abs(deviation[15:45])) < 1e-9
lam_b = open_chain(t1, t2, delta, d, start=1)[2]
dev_b = (lam_b - xbar + a / 2) % a - a / 2
assert np.max(abs(dev_b[18:42])) < 1e-9
assert np.max(abs(np.diff(lam_b[18:42]) - a)) < 1e-9

# Nonpolar reference: centre in the middle of the strong bond
lam_0 = open_chain(t1, t2, 0.0, d)[2]
x_ref = lam_0[mid] - mid * a
assert abs(x_ref - d / 2) < 1e-8

# Spread of an eigenvector against the interband position element
df2 = (d * t1)**2 + ((a - d) * t2)**2
df2 = df2 - 2 * d * (a - d) * t1 * t2 * np.cos(ka)
deps = -a * t1 * t2 * np.sin(ka) / eps
a_cv2 = (df2 - deps**2) / (4 * eps**2)
variance = np.sum(phi[:, mid]**2 * (x - lam[mid])**2)
assert abs(variance - a_cv2.mean()) < 1e-9

# Bulk Wannier function, built with constant Berry connection
shift = np.fft.fftfreq(n_k, 1 / n_k)
coeff = np.fft.fft(connection)
coeff[0] = 0
shift[0] = 1
phase = np.fft.ifft(coeff / (1j * shift * a)).real
w_a = np.fft.ifft(v_a * np.exp(1j * phase))
w_b = np.fft.ifft(v_b * np.exp(1j * phase))


def trial(n):
    """Bulk Wannier function of cell n, cut to the open chain."""
    rel = (np.arange(n_cells) - n) % n_k
    w = np.empty(2 * n_cells, complex)
    w[0::2], w[1::2] = w_a[rel], w_b[rel]
    return w


def residual(n):
    pw = occ @ (occ.T @ trial(n))
    pw = pw / np.linalg.norm(pw)
    r = occ @ (occ.T @ (x * pw)) - (n * a + xbar) * pw
    return np.linalg.norm(r)


overlap = abs(np.vdot(trial(mid), phi[:, mid]))
assert abs(overlap - 1) < 1e-9
cells = np.arange(5, 13)
res = np.array([residual(n) for n in cells])
for n, r in zip(cells, res):
    assert np.min(abs(lam - (n * a + xbar))) <= r + 1e-12

# Decay rates per cell; powers of distance shift fitted slopes somewhat
kappa_a = np.arccosh((delta**2 + t1**2 + t2**2) / (2 * t1 * t2))
rate_lam = -np.polyfit(cells, np.log(abs(deviation[cells])), 1)[0]
rate_res = -np.polyfit(cells, np.log(res), 1)[0]
assert 0.75 < rate_lam / (2 * kappa_a) < 1.35
assert 0.75 < rate_res / kappa_a < 1.40

# Field response: band formula against the open chain in a field
x_force = -2 * np.mean(a_cv2 / (2 * eps))
small = 0.01
plus = open_chain(t1, t2, delta, d, small)
minus = open_chain(t1, t2, delta, d, -small)
x_force_open = (plus[2][mid] - minus[2][mid]) / (2 * small)
assert abs(x_force_open / x_force - 1) < 1e-4
force_use = field_MV_cm * 1e8 * 1e-9
lam_use = open_chain(t1, t2, delta, d, force_use)[2]
shift_use = lam_use[mid] - lam[mid]
# the remaining difference is the quadratic response
assert abs(shift_use / (x_force * force_use) - 1) < 0.02

e_over_eps0 = const.e / const.epsilon_0 * 1e9      # V nm
eps_r = 1 - 2 * e_over_eps0 * x_force / (a * area)
to_uC_cm2 = const.e * 1e6 / 1e-14                  # from e/nm^2
polarization = -2 * (xbar - x_ref) / (a * area) * to_uC_cm2

# Neglected effect 1: Hartree feedback of the moved charge
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
j = np.arange(-20000, 20001)


def repulsion(r):
    return contact_U / np.sqrt(1 + (contact_U * r / coulomb)**2)


stagger = np.sum(repulsion(j * a) - repulsion(j * a + d))


def density_a(occupied):
    return np.sum(occupied[2 * mid]**2)


h = 1e-3
n_force = (density_a(plus[1]) - density_a(minus[1])) / (2 * small)
x_delta = (centre(t1, t2, delta + h, d)
           - centre(t1, t2, delta - h, d)) / (2 * h)
assert abs(2 * n_force / x_delta - 1) < 1e-3
n_up = np.mean(abs(bulk(t1, t2, delta + h, d)[2])**2)
n_dn = np.mean(abs(bulk(t1, t2, delta - h, d)[2])**2)
n_delta = (n_up - n_dn) / (2 * h)
feedback = 2 * stagger * n_force / (1 - 2 * stagger * n_delta)
x_force_hartree = x_force + x_delta * feedback


def hartree_centre(force):
    extra = 0.0
    start_density = density_a(occ)
    for _ in range(40):
        state = open_chain(t1, t2, delta + extra, d, force)
        moved = density_a(state[1]) - start_density
        extra = 0.5 * (extra + 2 * stagger * moved)
    return state[2][mid]


x_force_scf = (hartree_centre(small) - hartree_centre(-small)) / (2 * small)
assert abs(x_force_scf / x_force_hartree - 1) < 1e-3
eps_hartree = 1 - 2 * e_over_eps0 * x_force_hartree / (a * area)

# Neglected effect 2: relative motion of the two sites in the field
step = 1e-4


def moved_parameters(s):
    return t1 - hop_slope * s, t2 + hop_slope * s, delta, d + s


x_move = (centre(*moved_parameters(step))
          - centre(*moved_parameters(-step))) / (2 * step)
x_move_open = (open_chain(*moved_parameters(step))[2][mid]
               - open_chain(*moved_parameters(-step))[2][mid]) / (2 * step)
assert abs(x_move_open - x_move) < 1e-5
born_charge = 1 - 2 * x_move
band = [-2 * bulk(*moved_parameters(s))[1].mean()
        for s in (-step, 0.0, step)]
stiffness = 2 * spring + (band[0] - 2 * band[1] + band[2]) / step**2
assert stiffness > 0
eps_lattice = born_charge**2 * e_over_eps0 / (stiffness * a * area)

# Neglected effects 3 and 4: thermal carriers and interband tunnelling
k_T = const.k * temperature / const.e
log_thermal = -gap / (2 * k_T * np.log(10))


def decay(energy):
    c = (delta**2 - energy**2 + t1**2 + t2**2) / (2 * t1 * t2)
    return np.arccosh(max(c, 1.0)) / a


barrier = quad(decay, -gap / 2, gap / 2)[0]
log_tunnel = -2 * barrier / (force_use * np.log(10))

print(f"cell length a = {a:.3f} nm; site B at d = {d:.3f} nm")
print(f"t1 = {t1:.2f} eV; t2 = {t2:.2f} eV; delta = {delta:.2f} eV")
print(f"cells = {n_cells}; area per chain = {area:.3f} nm^2")
print(f"band gap = {gap:.4f} eV")
print(f"mean occupation of A per spin = {np.mean(abs(v_a)**2):.6f}")
print(f"Berry-phase centre xbar = {xbar:.9f} nm")
print(f"Wilson-loop centre, {n_loop} points = {wilson:.9f} nm")
print(f"open chain, cell {mid}: eigenvalue = {lam[mid]:.9f} nm")
print(f"same minus {mid} a = {lam[mid] - mid * a:.9f} nm")
for n in (0, 1, 2, 5, 10):
    print(f"deviation in cell {n} = {deviation[n]:.3e} nm")
print(f"largest deviation, cells 15-44 = "
      f"{np.max(abs(deviation[15:45])):.1e} nm")
print(f"chain starting on B: first eigenvalue = {lam_b[0]:.6f} nm")
print(f"chain starting on B: largest interior deviation = "
      f"{np.max(abs(dev_b[18:42])):.1e} nm")
print(f"kappa a = {kappa_a:.4f} per cell")
print(f"fitted eigenvalue-error rate = {rate_lam:.4f} per cell")
print(f"fitted residual rate = {rate_res:.4f} per cell")
print(f"Wannier residual in cell 5 = {res[0]:.3e} nm")
print(f"Wannier residual in cell 12 = {res[-1]:.3e} nm")
print(f"1 - overlap with bulk Wannier function = {1 - overlap:.1e}")
print(f"rms width, eigenvector = {np.sqrt(variance):.6f} nm")
print(f"rms width, band formula = {np.sqrt(a_cv2.mean()):.6f} nm")
print(f"centre at delta = 0: {x_ref:.6f} nm")
print(f"polarization relative to delta = 0: {polarization:.3f} uC/cm2")
print(f"d xbar/dF, band formula = {x_force:.6e} nm^2/eV")
print(f"d xbar/dF, open chain = {x_force_open:.6e} nm^2/eV")
print(f"field = {field_MV_cm:.1f} MV/cm; F = {force_use:.3f} eV/nm")
print(f"centre shift at this field = {shift_use:.4e} nm")
print(f"energy drop along chain = {force_use * n_cells * a:.3f} eV")
print(f"pi-electron relative permittivity = {eps_r:.4f}")
print(f"rough contact repulsion = {contact_U:.1f} eV")
print(f"staggered Coulomb sum = {stagger:.4f} eV")
print(f"permittivity with Hartree feedback = {eps_hartree:.4f}")
print(f"rough spring = {spring:.0f} eV/nm^2; "
      f"hopping slope = {hop_slope:.0f} eV/nm")
print(f"effective charge of B = {born_charge:.3f} e")
print(f"net lattice stiffness = {stiffness:.1f} eV/nm^2")
print(f"rough lattice addition to permittivity = {eps_lattice:.3f}")
print(f"log10 thermal factor at {temperature:.0f} K = {log_thermal:.1f}")
print(f"log10 tunnelling factor at the field = {log_tunnel:.1f}")
print("checks complete")
```

Running it gives:

```
cell length a = 0.250 nm; site B at d = 0.120 nm
t1 = 3.00 eV; t2 = 2.20 eV; delta = 2.00 eV
cells = 60; area per chain = 0.150 nm^2
band gap = 4.3081 eV
mean occupation of A per spin = 0.226834
Berry-phase centre xbar = 0.108015891 nm
Wilson-loop centre, 2000 points = 0.108015892 nm
open chain, cell 30: eigenvalue = 7.608015891 nm
same minus 30 a = 0.108015891 nm
deviation in cell 0 = -2.392e-03 nm
deviation in cell 1 = -5.067e-04 nm
deviation in cell 2 = -1.022e-04 nm
deviation in cell 5 = -7.936e-07 nm
deviation in cell 10 = -2.326e-10 nm
largest deviation, cells 15-44 = 1.5e-13 nm
chain starting on B: first eigenvalue = 0.135537 nm
chain starting on B: largest interior deviation = 1.2e-14 nm
kappa a = 0.8157 per cell
fitted eigenvalue-error rate = 1.6276 per cell
fitted residual rate = 0.7705 per cell
Wannier residual in cell 5 = 5.932e-05 nm
Wannier residual in cell 12 = 2.703e-07 nm
1 - overlap with bulk Wannier function = 6.7e-16
rms width, eigenvector = 0.066337 nm
rms width, band formula = 0.066337 nm
centre at delta = 0: 0.060000 nm
polarization relative to delta = 0: -41.029 uC/cm2
d xbar/dF, band formula = -1.784365e-03 nm^2/eV
d xbar/dF, open chain = -1.784366e-03 nm^2/eV
field = 1.0 MV/cm; F = 0.100 eV/nm
centre shift at this field = -1.7851e-04 nm
energy drop along chain = 1.500 eV
pi-electron relative permittivity = 2.7220
rough contact repulsion = 11.0 eV
staggered Coulomb sum = 1.1439 eV
permittivity with Hartree feedback = 2.6774
rough spring = 2000 eV/nm^2; hopping slope = 40 eV/nm
effective charge of B = -2.898 e
net lattice stiffness = 2021.7 eV/nm^2
rough lattice addition to permittivity = 2.004
log10 thermal factor at 400 K = -27.1
log10 tunnelling factor at the field = -96.5
checks complete
```
